The Debye length of nondegenerate electrons in silicon

**Setting and data**

Silicon at 300 K contains mobile electrons of mean density n = 10¹⁸ cm⁻³. A fixed, uniform positive donor charge of the same density neutralizes them, and holes are negligible except in part (e). Changes in the occupation of real donors, which would add to the screening, are left out.

The algebra uses atomic units, in which the elementary charge, the electron mass, ħ and 4πε₀ equal 1. The relative permittivity is ε, the thermal energy is T, and φ is the electrostatic potential, set to zero far from any disturbance. An electron has charge −1.

Numerical data: kT = 0.02585 eV and e² = 14.40 eV Å in Gaussian form. Rough values for silicon are ε = 12, and longitudinal and transverse electron masses m_l = 0.92 and m_t = 0.19.

**(a) Find the equation obeyed by a static potential φ when the electrons follow Boltzmann statistics.**

*Answer.* An electron in the potential φ has the extra energy −φ. If φ varies slowly enough, each small region acts as a uniform crystal whose band edge is shifted by −φ. In equilibrium the chemical potential is the same everywhere, so the Boltzmann factor changes by exp(φ/T), and the local electron density is

n_e = n exp(φ/T).

A positive potential attracts electrons, as the sign requires. The donor charge stays at density n, so the net charge density is

ρ = n − n exp(φ/T).

Poisson's equation in the dielectric is ε∇²φ = −4πρ. Inserting ρ gives

∇²φ = (4πn/ε) [exp(φ/T) − 1].

This is a mean-field equation: each electron responds to the average potential, and correlations between individual electrons are left out.

**(b) Linearize the equation for a weak potential and identify the screening length L.**

*Answer.* For |φ| ≪ T, exp(φ/T) − 1 ≈ φ/T. The equation becomes

∇²φ = 4πnφ/(εT) = φ/L²,

L = √[εT/(4πn)].

To see what L means, let a thin charged sheet inside the crystal hold the plane x = 0 at a small potential φ₀. Electrons can cross the sheet, and by symmetry it is enough to consider x > 0. Then φ'' = φ/L², whose general solution is

φ = A exp(−x/L) + B exp(x/L).

The potential must vanish far away, so B = 0, and the value at the plane gives A = φ₀. Thus φ falls by a factor e over the distance L, the Debye length.

A higher temperature lengthens L, because a given potential then changes the density less. A higher density shortens it, because more charge responds.

**(c) Show that L is about 4 nm. Does the rough value of ε put this at risk?**

*Answer.* In ordinary units the energy of an electron is −eφ, and restoring the charge gives

L² = ε kT/(4πe²n).

Since 1 cm = 10⁸ Å, the density is 10¹⁸/10²⁴ = 10⁻⁶ Å⁻³. The two parts of the fraction are

ε kT = 12 × 0.02585 eV = 0.3102 eV,

4πe²n = 4π × 14.40 × 10⁻⁶ = 1.810 × 10⁻⁴ eV Å⁻².

Hence

L² = 0.3102/(1.810 × 10⁻⁴) = 1714 Å²,

L = 41.4 Å = 4.1 nm.

As a test of the formula, the equation of part (a) was solved numerically in SI units, without linearization, for a weak potential at the plane. The potential falls by a factor e over 41.40 Å, in agreement with L.

The result rounds to 4 nm as long as L lies between 35 and 45 Å. Solving L² = ε kT/(4πe²n) for ε at these two ends gives 8.6 and 14.2. The value 12 is well inside this range, so an error of one unit in its second figure does not change the rounded result.

**(d) Is the electron gas nondegenerate? Find the leading correction to L from Fermi statistics.**

*Answer.* Measure the chemical potential μ from the band edge. A potential φ lowers the edge by φ, so the local density is n(μ + φ) ≈ n + φ dn/dμ. The donor charge cancels the first term, and Poisson's equation gives

1/L_F² = (4π/ε) dn/dμ.

For Boltzmann statistics n ∝ exp(μ/T), so dn/dμ = n/T and part (b) is recovered.

Now let z = exp(μ/T). For z < 1 the Fermi function can be expanded:

f = z e^(−E/T)/(1 + z e^(−E/T)) = z e^(−E/T) − z² e^(−2E/T) + …

In one ellipsoidal valley, E = k_l²/(2m_l) + k_t²/(2m_t), where k_t has two components. For j = 1, 2 the three Gaussian integrals give

∫ d³k/(2π)³ exp(−jE/T) = [mT/(2πj)]^(3/2), with m³ = m_l m_t².

Silicon has six equivalent valleys and two spin states, which supply a factor 12. Therefore

n = N_c (z − z²/2^(3/2) + …), N_c = 12 [mT/(2π)]^(3/2).

Because dz/dμ = z/T, differentiation doubles the weight of the second term:

T dn/dμ = N_c (z − 2z²/2^(3/2) + …).

Dividing by n and keeping first order in z,

(T/n) dn/dμ ≈ 1 − z/2^(3/2) ≈ 1 − n/(2^(3/2) N_c),

where z ≈ n/N_c suffices in the small term. Since L_F is proportional to (dn/dμ)^(−1/2),

L_F/L ≈ 1 + n/(2^(5/2) N_c).

The masses give m = (0.92 × 0.19²)^(1/3) = 0.321. Evaluating N_c in atomic units and converting gives 2.74 × 10⁻⁵ Å⁻³, so n/N_c = 0.0364. The correction factor is

1 + 0.0364/5.657 = 1.0064.

A numerical Fermi–Dirac integral over the ellipsoidal valleys gives the same factor to this accuracy, and L_F = 41.7 Å. The chemical potential lies 0.085 eV below the band edge, about 3.3 kT. The gas is therefore nondegenerate for this purpose. The small increase in L comes from the exclusion principle, which makes the density respond less to μ than n/T would give. This is a correction within the mean-field picture; the exchange and correlation left out in part (a) change the response by more and in the opposite direction. First-order exchange alone shortens L by roughly 1%, so 41.7 Å is not a better estimate of the real length than 41.4 Å.

**(e) Suppose instead that electrons and holes are both mobile, each with density n, and there is no net donor charge. What is the screening length?**

*Answer.* In silicon at 300 K such densities require excitation, for example by light, so electrons and holes are not in equilibrium with each other. Each species is assumed to be in thermal equilibrium by itself. Holes have charge +1 and density n exp(−φ/T). The net charge density is now

ρ = n exp(−φ/T) − n exp(φ/T) ≈ −2nφ/T.

The linear terms add, because repelling holes and attracting electrons both supply negative charge where φ is positive. Poisson's equation becomes ∇²φ = 8πnφ/(εT), so the length is

L/√2 = 41.4/1.414 = 29.3 Å.

The numerical solution with two species gives the same value. The result of part (c) thus refers to 10¹⁸ cm⁻³ carriers of one mobile species.

**(f) How does the decay change when the potential at the plane is not small?**

*Answer.* Let u = φ/T. In the planar case of part (b), before linearization,

u'' = (e^u − 1)/L².

Multiply by u' and integrate. Both u and u' vanish far away, which fixes the constant:

(u')² = 2(e^u − 1 − u)/L² = (u²/L²)(1 + u/3 + …).

The potential decays towards zero, so u' has the opposite sign to u, and

u' ≈ −(u/L)(1 + u/6).

The distance over which u falls from u₀ to u₀/e is then

d ≈ L ∫ (1/u − 1/6) du, from u₀/e to u₀,

d ≈ L [1 − (u₀/6)(1 − 1/e)] = L (1 − 0.1054 u₀).

For u₀ = +1 this estimate gives 37.0 Å, and for u₀ = −1 it gives 45.8 Å. The full numerical solutions give 37.06 and 45.76 Å. A positive potential gathers electrons and is screened over a shorter distance; a negative one drives them away and reaches further. This holds for the sheet inside the crystal. At a real surface that confines the electrons to one side, their wave functions vanish at the boundary, and the resulting depletion can reverse the order of the two lengths when |u₀| is about 1; at |u₀| of 2 to 3 the order found for the sheet returns.

**(g) Can L be used to describe the screening of a single ionized donor at this density?**

*Answer.* It sets the scale, but three checks show the limits of the simple picture.

First, count the carriers. Their mean spacing is n^(−1/3) = 100 Å, which is larger than L. A sphere of radius L holds on average

(4π/3) L³ n = 0.30 electrons.

A smooth screening cloud can therefore describe an average over many electron configurations, but not a single one.

Second, check the linearization. Around a point charge +1 the linear equation reads (rφ)'' = rφ/L². The solution that decays, and that approaches the bare potential 1/(εr) at small r, is

φ = exp(−r/L)/(εr).

The bare interaction energy equals kT at the distance

r_T = e²/(ε kT) = 14.40/0.3102 = 46.4 Å.

At r = L the screened energy divided by kT is (r_T/L)/e = (46.4/41.4)/2.718 = 0.41. This is not much less than 1, and it grows at smaller r, so the linear solution is not accurate close to the donor. The two checks are linked: L² = εT/(4πn) and r_T = 1/(εT) give

(4π/3) L³ n = L/(3r_T).

Few carriers in the sphere and a strong interaction are the same condition.

Third, check the assumption of a slowly varying potential. The thermal wavelength λ = √[2π/(mT)] satisfies N_c = 12/λ³, so λ = 76 Å, which exceeds L. The size of the resulting error follows from first-order perturbation theory. For a potential of wave number q along a valley axis, a state of momentum p along q contributes to the response in proportion to

[f(p − q/2) − f(p + q/2)]/(pq/m_q),

where m_q is the mass along q. With a = pq/(2m_qT) and Boltzmann occupation, this equals

(f(p)/T) exp[−q²/(8m_qT)] (sinh a)/a.

For small q, (sinh a)/a ≈ 1 + a²/6. The thermal average of p² is m_qT, so that of a² is q²/(4m_qT). Relative to the local response, the result is

1 − q²/(8m_qT) + q²/(24m_qT) = 1 − q²/(12m_qT).

Two valleys have m_q = m_l and four have m_q = m_t, so the mean of 1/m_q is (2/0.92 + 4/0.19)/6 = 3.87. From λ, 1/(mT) = λ²/(2π) = 917 Å², hence 1/T = 0.3214 × 917 = 295 Å² in these units. At q = 1/L the reduction is

295 × 3.87/(12 × 1714) = 0.06.

The response at this wave number is between 5% and 6% below the local value. This is a modest correction even though λ exceeds L, because of the small numerical factor in front of q². It does not lengthen the decay: a potential exp(−x/L) corresponds to q² = −1/L², where the correction changes sign, and the far decay length is about 3% shorter than L, near 40.2 Å. It grows as q² for sharper potentials, until the expansion itself fails.

The value of 4 nm is thus the length of the linear, local, mean-field response with fully ionized donors. The last condition matters: for isolated phosphorus levels 45 meV below the band edge, about 30% of the donors would hold an electron at this carrier density, their changing occupation would raise the response by a factor of about 1.3, and the length would fall to about 36.5 Å. For the field of a single donor it gives the order of magnitude of the screening distance, and an accurate scattering potential would need the effects left out here.

Computed results

```
temperature: 300 K
relative permittivity (rough input): 12
longitudinal mass (rough input): 0.92 electron masses
transverse mass (rough input): 0.19 electron masses
electron density: 1.0e-06 angstrom^-3
thermal energy kT: 0.02585 eV
e^2 (Gaussian form): 14.3996 eV angstrom
numerator eps*kT: 0.31022 eV
denominator 4*pi*e^2*n: 1.8095e-04 eV angstrom^-2
L squared: 1714.4 angstrom^2
Debye length L: 41.41 angstrom
Debye length L, converted: 4.14 nm
numerical e-fold length, weak potential: 41.40 angstrom
e-fold length, surface potential +kT/e: 37.06 angstrom
e-fold length, surface potential -kT/e: 45.76 angstrom
permittivity giving L = 35 angstrom: 8.57
permittivity giving L = 45 angstrom: 14.17
density-of-states mass per valley: 0.3214 electron masses
Nc: 2.744e-05 angstrom^-3
filling n/Nc: 0.0364
chemical potential from band edge: -0.0853 eV
first-order degeneracy factor for L: 1.00644
Fermi-Dirac factor for L: 1.00642
Fermi-Dirac screening length: 41.67 angstrom
L/sqrt(2), two mobile species: 29.28 angstrom
numerical length, two species: 29.28 angstrom
mean carrier spacing: 100.0 angstrom
mean carriers in sphere of radius L: 0.297
```
